# Hole-trap filling from a known current in minority-carrier transient spectroscopy

## Question

I am stuck on a problem about minority-carrier transient spectroscopy. A reverse-biased Schottky diode on n-type silicon gets a light pulse, so that holes cross its depletion layer. The hole current density is 1 mA/cm², the pulse lasts 10 ms, and a hole trap in the layer has a capture cross section of $10^{-14}$ cm². Emission is to be neglected. What fraction of the traps holds a hole at the end?

The stated answer is 46 percent. I know the capture rate as cross section times speed times hole density, but I am given neither the speed nor the density. If $x$ is the cross section times the number of holes that pass per unit area, then $1-e^{-x}$ does reproduce 46 percent. Why should the speed drop out? And is it safe to neglect emission in a method that works by watching emission?

## Answer

The speed drops out only if every hole moves straight along the current. Real holes also move sideways and backwards, so they sweep out more volume than their net progress suggests. For the given current, 46 percent is therefore a lower bound on the filling, under conditions stated below. Rough models of the diode with a speed-independent cross section give about 60 to 80 percent in the middle of the layer; a cross section that falls with speed gives less. Emission can be neglected if the pulse is applied cold enough, but not at a temperature where the emission rate is comparable with the capture rate, as can happen when the emission signal is recorded.

### The capture rate at fixed current

Let $p$ be the hole density, $\mathbf v$ the velocity of a hole, $\sigma$ the cross section, and $q$ the elementary charge. I take $\sigma$ to be independent of speed. The trap is at rest. In a time $dt$ it captures those holes of velocity $\mathbf v$ that start within a volume $\sigma|\mathbf v|\,dt$ upstream of it. Averaging over velocities gives the capture rate of an empty trap,

$$c=\sigma p\,\langle|\mathbf v|\rangle .$$

The current density $J$, carried by holes alone, measures something else: the mean velocity, whose magnitude is the drift speed $v_d$,

$$\frac{J}{q}=p\,v_d,\qquad v_d=|\langle\mathbf v\rangle| .$$

Eliminating the unknown density, $p=J/(qv_d)$, leaves

$$c=R\,\frac{\sigma J}{q},\qquad R=\frac{\langle|\mathbf v|\rangle}{v_d}.$$

The length of an average vector cannot exceed the average length of the vectors, so $\langle|\mathbf v|\rangle\ge|\langle\mathbf v\rangle|$ and $R\ge1$. Equality requires all velocities to point the same way. The factor $R$ has a simple meaning: it is the path length a hole travels per unit of net distance along the current.

### Filling during the pulse

Let $f$ be the fraction of traps that hold a hole. At the start $f=0$: under reverse bias in the dark, I assume that these traps have lost their holes. Let $l$ be the rate at which a filled trap loses its hole, by hole emission or by electron capture. Then

$$\frac{df}{dt}=c(1-f)-lf=c-(c+l)f .$$

Multiply by $e^{(c+l)t}$ and move the last term to the left. The left side becomes a total derivative:

$$\frac{d}{dt}\left[f e^{(c+l)t}\right]=c\,e^{(c+l)t}.$$

Integrating from $0$, where $f=0$, to $t$ and dividing by the exponential gives

$$f=\frac{c}{c+l}\left[1-e^{-(c+l)t}\right].$$

With no loss, $l=0$, this becomes

$$f=1-\exp\left(-R\,\frac{\sigma Jt}{q}\right).$$

Now insert your numbers. The flux is $J/q=6.242\times10^{15}$ cm⁻²s⁻¹, so $6.242\times10^{13}$ holes pass through each square centimetre in 10 ms. For $R=1$,

$$c=10^{-14}\times6.242\times10^{15}=62.4\ \mathrm{s^{-1}},\qquad ct=0.624,$$

$$f=1-e^{-0.624}=0.464 .$$

That is the stated 46 percent. Since $f$ rises with $R$, it is the least filling this hole current can produce when $l=0$ and $\sigma$ does not depend on speed. In the same parallel-beam limit, 90 percent filling takes $\ln 10/c=36.9$ ms.

### How large is R?

A definite value needs a velocity distribution. A simple model is a Maxwellian at hole temperature $T_h$, shifted by the drift velocity, with one isotropic hole mass $m$. Define

$$a=\sqrt{\frac{2kT_h}{m}},\qquad s=\frac{v_d}{a},\qquad w=\frac{|\mathbf v|}{a}.$$

In units of $a$ the distribution is $\pi^{-3/2}e^{-|\mathbf w-\mathbf s|^2}$. With $\mu$ the cosine of the angle between velocity and drift, the mean speed is

$$\langle w\rangle=\frac{2\pi}{\pi^{3/2}}\int_0^\infty dw\,w^3e^{-w^2-s^2}\int_{-1}^{1}d\mu\,e^{2ws\mu}.$$

The inner integral is $(e^{2ws}-e^{-2ws})/(2ws)$. Completing the squares gives

$$\langle w\rangle=\frac{1}{\sqrt\pi\,s}\int_0^\infty w^2\left[e^{-(w-s)^2}-e^{-(w+s)^2}\right]dw .$$

Put $y=w-s$ in the first term and $y=w+s$ in the second. The integral becomes

$$\int_{-s}^{\infty}(y+s)^2e^{-y^2}dy-\int_{s}^{\infty}(y-s)^2e^{-y^2}dy .$$

The parts with $y^2+s^2$ cancel except between $-s$ and $s$. The parts with $2sy$ add, and each gives $s\,e^{-s^2}$. Integration by parts gives

$$\int_{-s}^{s}y^2e^{-y^2}dy=-s\,e^{-s^2}+\frac{\sqrt\pi}{2}\,\mathrm{erf}\,s .$$

The sum is therefore $s\,e^{-s^2}+\sqrt\pi\,(s^2+\tfrac12)\,\mathrm{erf}\,s$. Dividing by $\sqrt\pi\,s$ gives $\langle w\rangle$, and dividing once more by $s$ gives

$$R=\left(1+\frac{1}{2s^2}\right)\mathrm{erf}\,s+\frac{e^{-s^2}}{s\sqrt\pi}.$$

For fast drift, $s\gg1$, $R$ tends to 1 and the beam picture returns. For slow drift, $\mathrm{erf}\,s\approx2s/\sqrt\pi$, so $R\approx2/(s\sqrt\pi)=v_{th}/v_d$, where $v_{th}=\sqrt{8kT_h/(\pi m)}$ is the mean thermal speed. This is the familiar rate $\sigma v_{th}p$. For a speed-independent $\sigma$ it should not be carried over to fast drift, where $v_{th}/v_d$ can fall below 1 and break the bound. The last section treats the case where $\sigma$ depends on speed.

### A silicon diode at 150 K

Take rough typical values: doping $N_d=10^{15}$ cm⁻³, total band bending 5.5 V, relative permittivity 11.7, and hole mass 0.8 electron masses. The depletion layer is then 2664 nm wide, by the formula derived further below. The field falls linearly from 0.041 MV/cm at the contact to zero at the depletion edge, so it is $F=0.0206$ MV/cm in the middle.

For the drift speed I use a common interpolation between ohmic and saturated motion, with a rough mobility $\mu_h=2000$ cm²/Vs and saturation speed $v_{sat}=10^7$ cm/s:

$$v_d=\frac{\mu_hF}{1+\mu_hF/v_{sat}}=\frac{4.12\times10^7}{1+4.12}\ \mathrm{cm/s}\approx8.05\times10^6\ \mathrm{cm/s}.$$

If the spread of hole velocities has the lattice temperature, $s=1.067$ and $R=1.42$. The filling is

$$f=1-e^{-1.42\times0.624}\approx0.59 .$$

The field also heats the holes. As a sensitivity case, set $T_h=400$ K and hold the drift speed fixed. Then $s=0.654$, $R=1.96$ and $f\approx0.71$. The hole temperature is chosen, not calculated, so 59 and 71 percent are two examples, not limits. Still hotter holes at the same drift speed would raise the filling further.

The hole mass matters too. The value 0.8 is a rough figure for counting band states; between 150 and 200 K the silicon value is closer to 0.9 and rises with temperature. Silicon has both light and heavy holes, and their mean thermal speed corresponds to a smaller mass, about 0.4. With 0.41 in the same formula, the two hole temperatures give $R=1.75$ and $2.58$, and fillings of 66 and 80 percent. The figures for 0.8 are therefore probably low. In the other direction, a drift speed 20 percent higher, which is within the uncertainty of the rough values used here, would lower the fillings by about 3 to 5 percentage points. I keep 0.8 below; using 0.41 for the speed alone would raise the emission rates by a factor of 1.4 and lower the rate-window temperature by about 3 K.

The correction also matters when you work backwards. If a measured filling of 46 percent is read with $R=1$, the inferred cross section is $10^{-14}$ cm². With $R=1.42$, the same filling means $0.70\times10^{-14}$ cm².

### When can emission be neglected?

Emission follows from detailed balance. Let $E$ be the hole's kinetic energy in the valence band, $g(E)$ the density of band states, $E_T$ the trap energy above the band edge, and $\zeta$ the Fermi energy above the same edge. In equilibrium at temperature $T$, for a nondegenerate band and a trap with equal degeneracies of its filled and empty states,

$$p(E)=g(E)e^{-(E+\zeta)/kT},\qquad \frac{1-f}{f}=e^{-(E_T-\zeta)/kT}.$$

Capture from each energy, $\sigma v\,p(E)(1-f)$, must balance emission into it. Dividing by $f$ gives the emission rate per filled trap, in which $\zeta$ cancels:

$$e=\int_0^\infty\sigma v\,g(E)e^{-(E+E_T)/kT}dE=\sigma v_{th}N_v\,e^{-E_T/kT}.$$

Here $N_v=\int g\,e^{-E/kT}dE=2(2\pi mkT/h^2)^{3/2}$, and $v_{th}$ is the thermal mean speed at $T$. For a model trap with $E_T=0.40$ eV at 150 K, $e=0.020$ s⁻¹. That is tiny beside 62.4 s⁻¹, and the beam result stays at 46.4 percent.

The field can speed up emission if the empty trap attracts holes. Along the field, the potential energy of the departing hole, divided by $q$, is $-q/(4\pi\varepsilon r)-Fr$, where $\varepsilon$ is the permittivity. Its derivative vanishes at $r=\sqrt{q/(4\pi\varepsilon F)}$. There the two terms are equal, and the barrier is lowered by

$$\Delta=2\sqrt{\frac{qF}{4\pi\varepsilon}}=\sqrt{\frac{qF}{\pi\varepsilon}} .$$

At the contact $\Delta=0.045$ V, which raises the emission rate to 0.64 s⁻¹. This applies the lowering along the field to all directions, so it overstates the effect within the model: averaging over directions, with no lowering against the field, gives a factor of about 7 instead of 33. An attractive trap is also unlikely to have a speed-independent cross section. Even so, the beam filling falls only to 46.3 percent.

Your suspicion can be justified in a temperature scan. The signal appears where emission is fast enough to be seen, and the filling pulse is applied at that same temperature. For a rate window of 50 s⁻¹, the zero-field formula gives 196 K for this trap. Keeping $R=1$ and $\sigma$ fixed,

$$f=\frac{62.4}{112.4}\left(1-e^{-1.124}\right)=0.375 .$$

Neglecting emission is then no longer safe. A longer pulse does not cure it, because the filling saturates at $62.4/112.4$, or about 56 percent.

### Electrons near the depletion edge

An electron captured by a filled trap removes its hole. To see where this matters, let $u$ be the upward band bending divided by $kT$, and $y$ the distance from the depletion edge towards the contact. With electrons in equilibrium with the bulk, their density is $n=N_de^{-u}$, and Poisson's equation reads

$$\frac{d^2u}{dy^2}=\frac{1-e^{-u}}{L_D^2},\qquad L_D=\sqrt{\frac{\varepsilon kT}{q^2N_d}} .$$

Multiply by $du/dy$ and integrate from the bulk, where $u$ and its slope vanish:

$$\frac12\left(\frac{du}{dy}\right)^2=\frac{u-1+e^{-u}}{L_D^2}.$$

For $u\gg1$ the exponential can be dropped. Separating variables then gives $\sqrt{2(u-1)}=y/L_D$, where $y=0$ is the point at which the linear field extrapolates to zero. With $u_s$ the value at the contact, the layer width is

$$W=L_D\sqrt{2(u_s-1)} .$$

Here $L_D=91.4$ nm, which gives the 2664 nm used above.

Choose an electron cross section $\sigma_n=10^{-15}$ cm² and an electron mass of 0.28 electron masses, for which the thermal speed is $v_n=1.44\times10^7$ cm/s. Electron capture equals beam-like hole capture at

$$n=\frac{c}{\sigma_nv_n}=4.3\times10^9\ \mathrm{cm^{-3}},\qquad u=\ln\frac{N_d}{n}=12.35 .$$

This point lies $91.4\sqrt{2\times11.35}\approx436$ nm from the depletion edge, or 16 percent of the layer width. For parallel hole motion $l=c$ there, and the filling is only $\tfrac12(1-e^{-1.248})\approx36$ percent; a factor $R>1$ would raise this value. The beam filling is lower still towards the edge. The 46 percent bound does not apply in this zone, because electron capture is not negligible there.

### What this means for a real measurement

The diode values above are rough but ordinary for lightly doped silicon; the trap is a model and stands for no named defect. For a speed-independent cross section, three effects move the answer most. Parallel motion gives 46 percent, while the two assumed hole temperatures give 59 and 71 percent at mid-layer for a hole mass of 0.8, and 66 and 80 percent for 0.41. For a rate window of 50 s⁻¹, pulsing at the rate-window temperature lowers the beam value to 37.5 percent. Electrons suppress the filling in the outer sixth of the layer. These effects vary with depth and act together, so a measured capacitance signal gives a weighted average, which I have not calculated.

Smaller effects can also be sized:

- **Light absorbed inside the layer.** Suppose pairs are generated uniformly over the layer and a collection depth $L_c=100$ µm behind it. Electrons crossing depth $x$, measured from the contact, come from between the contact and $x$, so they carry a share $x/(W+L_c)$ of the current. At mid-layer this is 1.3 percent. With the total current held at 1 mA/cm², both carriers treated as beams and the electron cross section chosen above, the filling becomes 46.0 percent.
- **Hole space charge.** At mid-layer $p=J/(qv_d)=7.8\times10^8$ cm⁻³, less than a millionth of the doping.
- **Holes used up by the traps.** For a trap density $N_T=10^{13}$ cm⁻³, all empty, the lost fraction of the flux is about $R\sigma N_TW=4\times10^{-5}$, using the mid-layer $R=1.42$.

A cross section that depends on speed can matter as much as the three large effects. The average $\langle\sigma|\mathbf v|\rangle$ would then replace $\sigma\langle|\mathbf v|\rangle$, and the bound would no longer follow from a single quoted value of $\sigma$. Quoted cross sections are usually defined as the capture coefficient divided by $v_{th}$ at the lattice temperature. If that coefficient does not depend on speed, so that $\sigma\propto1/|\mathbf v|$, then $c=\sigma v_{th}p$ holds at any drift and $R$ is replaced by $v_{th}/v_d$. At mid-layer this gives 48 percent for a mass of 0.8 and 60 percent for 0.41, whatever the hole temperature, and 42 percent for 0.8 with a drift speed 20 percent higher. For $\sigma\propto1/|\mathbf v|^2$, a crude stand-in for an attractive trap, the two masses give 38 and 54 percent at $T_h=150$ K and 30 and 41 percent at 400 K, so heating then lowers the filling.

For your exercise, write $1-e^{-\sigma Jt/q}=46$ percent and state the assumption of parallel hole motion. For a diode, keep the factor $R$, and compare the emission and electron-capture rates with $c$ before dropping them.
